# Freezing or freeing the oxygens when computing a proton tunnelling splitting

## The setting, seen in a two-state case

A program that solves the Schrödinger equation for nuclei asks which coordinates are to be active and which frozen. In the enol form of a symmetric 1,3-dicarbonyl compound such as malonaldehyde, a proton sits between two oxygens and can tunnel from one to the other. Should the O–O distance be active?

Keep just two proton states, the lowest even one (+) and the lowest odd one (−) under reflection through the midpoint, computed with the oxygens held at their equilibrium distance. Their energies are \(e_\pm\), and the frozen splitting is \(\Delta_F=e_--e_+\). Let \(q\) be the change of the O–O distance, with force constant \(K\). Suppose that the proton pulls on the oxygens through an energy \(Ksqu\), where \(s\) is a length and \(u\) an even function of the proton position that is 1 at the midpoint and 0 in the wells. An even function does not mix the two states, so each sees its own oscillator. With \(u_\pm=\langle u\rangle_\pm\), completing the square gives

\[
\tfrac12Kq^2+Ksqu_\pm=\tfrac12K(q+su_\pm)^2-\tfrac12Ks^2u_\pm^2 .
\]

The oscillator is displaced, its frequency is unchanged, and its zero-point energy cancels in the difference:

\[
\Delta_{2}=\Delta_F+\tfrac12Ks^2\,(u_+^2-u_-^2).
\]

The odd state has a node at the midpoint. In the example below \(u_+=0.2135\) and \(u_-=0.1129\), so the even state contracts the O–O distance more and is lowered more. With \(\tfrac12Ks^2=516.6\) cm⁻¹ the gain is \(516.6\,(0.0456-0.0127)\approx17\) cm⁻¹, which raises the splitting from 70 to 87 cm⁻¹. The full answer in this model is 105 cm⁻¹; the missing part comes from the higher proton states.

## The model and its coordinates

Energies are in cm⁻¹, lengths in Å and masses in u. There is one electronic surface and no rotation, and motion is projected on the O–O axis. Let \(X_1,X_2\) be the oxygen positions, \(Y\) the proton position and \(\bar X=(X_1+X_2)/2\). The coordinates are \(x=Y-\bar X\) and \(R=X_2-X_1\). Then

\[
2T=2m_O\dot{\bar X}^2+\tfrac12m_O\dot R^2+m_H(\dot{\bar X}+\dot x)^2 .
\]

With the centre of mass at rest, \(\dot{\bar X}=-m_H\dot x/(2m_O+m_H)\). Inserting this gives

\[
2T=\mu\dot x^2+M\dot R^2,\qquad \mu=\frac{2m_Om_H}{2m_O+m_H},\qquad M=\frac{m_O}{2},
\]

without a cross term. Here \(\mu=0.977\) and \(M=7.998\) u.

With \(q=R-R_{eq}\) and \(u=1-x^2/x_0^2\), the potential is

\[
V=E_bu^2+\tfrac12K(q+su)^2 .
\]

Both terms vanish at the wells, \(x=\pm x_0\), \(q=0\). At \(x=0\) the energy is lowest for \(q=-s\), where it equals \(E_b\), the relaxed barrier. With \(q\) held at zero the barrier is instead

\[
V_F=E_b+\tfrac12Ks^2 .
\]

The example takes rough values of malonaldehyde type: \(R_{eq}=2.58\), \(x_0=0.35\), \(s=0.22\) Å, \(E_b=1400\) cm⁻¹, and an O–O quantum \(\hbar\Omega=300\) cm⁻¹ at fixed proton. In these units \(C=\hbar^2/2=16.8576\), so

\[
K=\frac{(\hbar\Omega)^2M}{2C}=\frac{300^2\times7.9975}{33.715}\approx21349\ \text{cm}^{-1}\,\text{Å}^{-2},
\]

and \(V_F=1400+516.6=1916.6\) cm⁻¹. The harmonic modes in a well, where both coordinates move, are 256 and 2084 cm⁻¹; the lower one is not the 300 cm⁻¹ of the input, because the proton relaxes as the oxygens move.

## What the active coordinate adds

Expanding the square in \(V\) gives \(\tfrac12Kq^2+Ksqu+\tfrac12Ks^2u^2\). The last piece joins \(E_bu^2\), and

\[
H=\big[T_x+V_Fu^2\big]+\big[T_q+\tfrac12Kq^2\big]+Ksqu .
\]

This regrouping involves no approximation. The first bracket is the calculation with the O–O distance frozen at \(R_{eq}\), which is what "frozen" means throughout (clamping both oxygens in space would also replace \(\mu\) by \(m_H\) and lower the frozen splitting from 70 to about 65 cm⁻¹); making \(q\) active adds the oscillator and the bilinear coupling.

The algorithm follows from it:

1. Solve the first bracket on a grid. Keep \(n_x\) states \(|m\rangle\) with energies \(e_m\), and form \(u_{mn}=\langle m|u|n\rangle\).
2. Multiply them by \(n_q\) oscillator states. Since \(q=\sigma(a+a^\dagger)\) with \(\sigma^2=\hbar/(2M\Omega)\), the coupling elements are \(Ks\,u_{mn}\,\sigma\sqrt{v+1}\) between oscillator levels \(v\) and \(v+1\).
3. Because \(u\) is even, \(u_{mn}=0\) between states of opposite parity. Diagonalize the even and odd blocks separately; \(\Delta\) is the lowest odd level minus the lowest even one.

Separate blocks spare one from identifying a doublet in a mixed list. When the basis is enlarged each lowest level can only fall or stay, but their difference has no such rule, so the splitting itself must be converged:

| \(n_x\) | \(n_q\) | \(\Delta\) (cm⁻¹) |
|---|---|---|
| 4 | 2 | 91.3 |
| 8 | 4 | 104.3 |
| 12 | 8 | 105.0 |
| 24 | 20 | 105.0 |

As a test, the original \(V(x,q)\) was also solved by eighth-order finite differences, with spacing 0.025 Å in both coordinates, \(|x|\le0.9\) and \(|q|\le0.8\) Å. Both methods give 1008.03 and 1113.03 cm⁻¹ for the two levels.

The coupled splitting is thus 105 cm⁻¹ (3.15 THz) against 70 cm⁻¹ with the oxygens frozen at \(R_{eq}\). Relative to the coupled value, freezing loses one third. An equal superposition of the two levels passes from one well to the other when their phases differ by \(\pi\), after \(1/(2c\Delta)\approx159\) fs.

## "Frozen" needs a distance

At fixed \(q\) the proton Hamiltonian is \(h(q)=T_x+V(x,q)\), and \(\partial h/\partial q=K(q+su)\). The derivative of an eigenvalue is the expectation value of the derivative of the Hamiltonian, because the change of a normalized eigenstate contributes nothing at first order. The term \(Kq\) cancels between the two states:

\[
\frac{d\Delta_F}{dq}=Ks\,(u_--u_+).
\]

At \(R_{eq}\) this is \(21349\times0.22\times(-0.1006)\approx-472\) cm⁻¹ per Å: compression raises the splitting. The gain in the two-state case is the size of this slope times the average contraction, since

\[
\tfrac12Ks^2(u_+^2-u_-^2)=Ks(u_+-u_-)\;s\,\frac{u_++u_-}{2}.
\]

The mean distance in the coupled ground state follows from force balance. In a stationary bound state the mean momentum of \(q\) is constant, so \(\langle\partial V/\partial q\rangle=0\), and

\[
\langle q\rangle=-s\langle u\rangle=-0.22\times0.322=-0.071\ \text{Å}.
\]

The mean O–O distance is therefore shorter than the distance at the potential minimum. The frozen splitting is 70 cm⁻¹ at \(R_{eq}\), 110 at this mean distance and 236 at the saddle distance. Freezing at the saddle overshoots the coupled value by more than a factor of two. Freezing at the mean distance comes within 5% of it here, but that distance was taken from the coupled calculation.

## Can perturbation theory replace the active coordinate?

Start from proton state \(n\) and the oscillator ground state. The coupling has no first-order effect, since \(\langle0|q|0\rangle=0\). It leads to the first excited oscillator state with element \(Ks\sigma u_{mn}\), so

\[
E_n^{(2)}=-K^2s^2\sigma^2\sum_m\frac{|u_{mn}|^2}{e_m-e_n+\hbar\Omega}.
\]

The term \(m=n\) has the prefactor \(K^2s^2\sigma^2/\hbar\Omega=K^2s^2/(2M\Omega^2)=\tfrac12Ks^2\), because \(K=M\Omega^2\). It is the two-state shift found at the start. The sums are −45.4 cm⁻¹ (even) and −22.1 cm⁻¹ (odd), and the splitting becomes \(70.0+23.3=93.3\) cm⁻¹. Of the gain, 17 cm⁻¹ is the two-state part and 6 cm⁻¹ comes from higher proton states. A further 12 cm⁻¹ lies beyond second order, so the coupling is not weak here.

## The adiabatic option

A cheaper scheme solves the proton at each \(q\), giving \(e_\pm(q)\), and then moves the oxygens on each curve. Its errors can be bounded. Within one parity, \(h(q)\ge e(q)\) at every \(q\), hence \(H=T_q+h(q)\ge T_q+e(q)\): the adiabatic ground energy is a lower bound.

For an upper bound take the trial function \(\chi(q)\varphi(x;q)\), with \(\varphi\) the real, normalized proton state. Normalization gives \(\int\varphi\,\partial_q\varphi\,dx=0\), which removes the cross term in

\[
\langle T_q\rangle=\frac{\hbar^2}{2M}\int\!\!\int(\chi'\varphi+\chi\,\partial_q\varphi)^2dx\,dq
=\frac{\hbar^2}{2M}\int\big(\chi'^2+\chi^2\|\partial_q\varphi\|^2\big)dq .
\]

Adding \(D(q)=(\hbar^2/2M)\|\partial_q\varphi\|^2\) to \(e(q)\) therefore gives an upper bound. To evaluate \(D\), differentiate \((h-e_n)\varphi_n=0\) and project on \(\varphi_m\), \(m\ne n\). This gives \(\langle m|\partial_q\varphi_n\rangle=-Ks\,u_{mn}/(e_m-e_n)\), and

\[
D_n=\frac{\hbar^2}{2M}\sum_{m\ne n}\frac{K^2s^2|u_{mn}|^2}{(e_m-e_n)^2},
\]

with states and energies taken at the given \(q\).

The even level lies between 1003.4 and 1008.9 cm⁻¹, the odd one between 1110.8 and 1113.3. Combining opposite ends confines the splitting to 101.9–110.0 cm⁻¹. The adiabatic splitting is 107.4 cm⁻¹, and 104.4 with \(D\) included. These two are estimates: a difference of two bounds of the same kind is not a bound.

Averaging \(\Delta_F(q)\) over the O–O motion is cruder. The even O–O state, used as a trial function on the odd curve, gives \(\Delta_{ad}\le\langle\Delta_F\rangle_+\); exchanging the roles gives \(\Delta_{ad}\ge\langle\Delta_F\rangle_-\). The two averages are 121 and 96 cm⁻¹.

## Light and heavy oxygens

Let \(M\to0\) with \(K\) and \(\mu\) fixed. The oxygens then follow the proton, in an oscillator ground state centred at \(-su(x)\), and the proton feels \(E_bu^2\) plus a constant. This one-dimensional relaxed potential gives 105.2 cm⁻¹, almost the coupled value.

That agreement does not justify the relaxed potential in general, nor is its splitting an upper limit. The displaced Gaussian changes with \(x\), which adds to the proton's potential

\[
\frac{\hbar^2}{2\mu}\,\frac{(s\,u')^2}{4\sigma^2}\;\propto\;\sqrt M\,x^2 .
\]

Excitations of the oscillator enter at order \(M\): their squared coupling also scales as \(\sqrt M\), and it is divided by \(\hbar\Omega\propto1/\sqrt M\). For small \(M\) the first correction thus raises the splitting whenever the odd state has the larger \(\langle x^2\rangle\). Why the coupled value at the real oxygen mass lies so close to 105.2 cm⁻¹ was not examined.

For \(M\to\infty\), again at fixed \(K\) and \(\mu\), the oxygens settle at the minimum of \(e_\pm(q)\), where \(q=-su_\pm(q)\). The splitting tends to \(\min e_--\min e_+\). Even infinitely heavy oxygens do not sit at \(R_{eq}\), because the proton's quantum energy pulls them together.

## Deuterium

With the same potential, deuterium gives 9.6 cm⁻¹ frozen at \(R_{eq}\) and 17.5 cm⁻¹ coupled. The coupling multiplies its splitting by 1.83, against 1.50 for hydrogen. Freezing therefore also distorts the isotope ratio, which is 7.3 frozen and 6.0 coupled.

## How far the model is from malonaldehyde

The measured ground-state splitting of malonaldehyde is roughly 20 cm⁻¹, so the model's 105 is about five times too large. Three neglected effects were sized, each with the O–O coordinate active and the other parameters held.

- **Skeleton.** Single and double bonds exchange places as the proton moves. A mode \(y\) with energy \(\tfrac12K_y(y-y_0x/x_0)^2\), and rough values 1400 cm⁻¹, 26 u and \(y_0=0.04\) Å, lowers the splitting to 68 cm⁻¹. The relaxed barrier is unchanged, so the cause is inertia. In a test with the mode's mass divided by 10⁴ at fixed \(K_y\), the splitting returned to the two-dimensional value within 1%.
- **Bent path.** O–H lengths of 1.00 Å in the well and 1.20 Å at the saddle put the proton 0.34 and 0.22 Å off the axis. A parabola between these heights lengthens the half-path from 0.35 to 0.377 Å, and the splitting falls to 74 cm⁻¹.
- **Bending zero-point energy.** A rough rise of 150 cm⁻¹ at the saddle, added as \(150\,u\), gives 80 cm⁻¹.

Together they give 34 cm⁻¹. This shows that the missing effects are as important as the O–O coordinate; it is not a prediction. The barrier is itself a rough input, and the fragments that move with the oxygens, which would raise \(M\), were not sized.

Temperature matters too. The first excited even level lies 243 cm⁻¹ above the ground level and has 0.31 of its population at 300 K. Its doublet is split by 125 cm⁻¹, so a room-temperature sample has no single splitting.

## Choosing the setting

- Run the frozen calculation at two nearby distances to obtain \(\Delta_F'=d\Delta_F/dq\), and compare \(|\Delta_F'|\sigma\) with \(\Delta_F\). Here \(\sigma=\sqrt{C/(M\hbar\Omega)}=0.084\) Å, and the ratio is \(472\times0.084/70\approx0.57\). To first order, the frozen splitting then changes by 57% when the distance moves by one zero-point spread \(\sigma\). The frozen result depends strongly on the distance chosen, and the distance that would give the right splitting is not known beforehand, so the coordinate should be active.
- If the ratio is small, also check the two-state gain \(\tfrac12Ks^2(u_+^2-u_-^2)\) against \(\Delta_F\); the contraction can matter when the spread does not. This gain is only part of the effect: here it is 17 cm⁻¹ of the full 35.
- If the distance must be frozen, report which distance was used. In this example the choice moves the result from 70 to 236 cm⁻¹.
- The adiabatic option needs proton excitations within one parity well above \(\hbar\Omega\), but this does not bound the relative error of a small splitting. Here the first even one, at frozen oxygens, is 1311 cm⁻¹ against 300, and the splitting is 2% too high relative to the coupled value; for deuterium on the same potential it is about 10% too high.
- Before comparing with a measured splitting, activate the skeleton mode as well. Relative to freezing at \(R_{eq}\), an active O–O distance raises the splitting in this model, and the skeleton lowers it, so including one alone can worsen the agreement.

The model's inputs and main results are listed in the numerical output below.

## Computed values

```
input O-O distance: 2.58 angstrom
input well position x0: 0.35 angstrom
input saddle compression s: 0.22 angstrom
input relaxed barrier: 1400 cm^-1
input O-O quantum, proton fixed: 300 cm^-1
input masses O, H, D: 15.995, 1.00783, 2.0141 u
proton reduced mass: 0.9770 u
O-O reduced mass: 7.9975 u
hbar^2/2 in working units: 16.8576 cm^-1 u angstrom^2
O-O force constant K: 21349 cm^-1/angstrom^2
barrier with oxygens frozen at R_eq: 1916.6 cm^-1
harmonic modes in a well: 255.7, 2084.2 cm^-1
frozen proton levels 0-3: 917.65, 987.69, 2228.28, 2942.58 cm^-1
frozen <u> even, odd: 0.2135, 0.1129
slope of frozen splitting at R_eq: -472.5 cm^-1/angstrom
SPLITTING frozen at R_eq: 70.04 cm^-1
splitting frozen at mean R: 109.97 cm^-1
splitting frozen at saddle R: 236.30 cm^-1
coupled splitting, n_x=4, n_q=2: 91.313 cm^-1
coupled splitting, n_x=8, n_q=4: 104.313 cm^-1
coupled splitting, n_x=12, n_q=8: 105.000 cm^-1
coupled splitting, n_x=16, n_q=12: 105.000 cm^-1
coupled splitting, n_x=24, n_q=20: 105.000 cm^-1
coupled even, odd level: 1008.026, 1113.026 cm^-1
2D grid even, odd level: 1008.026, 1113.026 cm^-1
SPLITTING coupled: 105.00 cm^-1
coupled / frozen ratio: 1.499
coupled splitting converted: 3.148 THz
well-to-well time, half a beat: 158.8 fs
mean O-O displacement <q>: -0.0709 angstrom
coupled ground-state <u>: 0.3221
second-order shifts even, odd: -45.36, -22.08 cm^-1
second-order splitting: 93.31 cm^-1
adiabatic lower bounds even, odd: 1003.357, 1110.759 cm^-1
adiabatic upper bounds even, odd: 1008.883, 1113.327 cm^-1
adiabatic splitting: 107.40 cm^-1
adiabatic splitting with diagonal correction: 104.44 cm^-1
frozen splitting averaged over odd, even O-O state: 95.89, 120.75 cm^-1
relaxed-potential splitting, no O inertia: 105.24 cm^-1
deuterium splitting frozen at R_eq: 9.57 cm^-1
deuterium splitting coupled: 17.47 cm^-1
deuterium coupled / frozen ratio: 1.827
H/D splitting ratio frozen, coupled: 7.32, 6.01
rough skeleton mode: 1400 cm^-1, 26 u, 0.04 angstrom
splitting with skeleton mode: 67.64 cm^-1
rough O-H length, well and saddle: 1.00, 1.20 angstrom
bent half-path length: 0.3770 angstrom
splitting with bent path: 74.24 cm^-1
rough bend zero-point rise at saddle: 150 cm^-1
splitting with bend zero-point rise: 80.28 cm^-1
splitting with all three effects: 34.01 cm^-1
first excited O-O level above ground: 242.70 cm^-1
splitting of excited O-O doublet: 125.02 cm^-1
its even-level population / ground, 300 K: 0.312
```
